# Does same-spin correlation converge quickly with basis in direct RPA?

## Question

I extrapolate MP2 correlation energies to the basis-set limit in two parts. The opposite-spin part gets an error proportional to $X^{-3}$, where $X$ is the cardinal number of the basis. The same-spin part gets $X^{-5}$, because the Fermi hole keeps parallel-spin electrons apart and leaves little short-range structure to describe.

I now want to do the same for the direct random-phase approximation (RPA) on Hartree-Fock orbitals. The reference determinant is the same, so its Fermi hole is the same. May I keep $X^{-5}$ for the same-spin half of the RPA energy?

## Answer

No. In direct RPA the same-spin part has the slow $X^{-3}$ error. The determinant does have a Fermi hole, but the direct RPA correlation energy combines amplitudes with Coulomb integrals, and neither is antisymmetrized. The hole therefore does not suppress the short-range part of this energy.

### What "same-spin" means in RPA

Take real orbitals, with $i,j$ occupied and $a,b$ virtual, and atomic units. Define

$$K_{ia,jb}=(ia|jb),\qquad \Delta_{ia}=\varepsilon_a-\varepsilon_i .$$

The direct RPA correlation energy is $E=\tfrac12\mathrm{Tr}(BT)$, where the amplitudes $T$ solve the ring equation

$$B+AT+TA+TBT=0 .$$

Excitations conserve spin, and the Coulomb integral does not depend on which spins the two excitations carry. Every spin block of $B$ is therefore $K$. The matrix $A$ has the same blocks, plus $\Delta$ on the spin diagonal.

Let $s$ be the number of equally filled spin channels: $s=2$ for a closed shell and $s=1$ for hydrogen. Solve by iteration from $T=0$. The first iterate has equal spin blocks, and each further step preserves that, so every block is one matrix $t$. Each matrix product sums over an intermediate spin and gives a factor $s$:

$$K+\Delta t+t\Delta+s(Kt+tK)+s^2\,tKt=0 .$$

There are $s$ same-spin blocks and $s(s-1)$ opposite-spin blocks, so

$$E_{\rm same}=\frac s2\mathrm{Tr}(Kt),\qquad E_{\rm opp}=\frac{s(s-1)}2\mathrm{Tr}(Kt).$$

For a closed shell both equal $\mathrm{Tr}(Kt)$, in any basis. They cannot converge at different rates.

MP2 differs already at second order. To lowest order $t_{ia,jb}=-K_{ia,jb}/(\Delta_{ia}+\Delta_{jb})$, and the two same-spin energies are

$$E^{(2)}_{\rm RPA,same}=-\frac s2\sum_{ijab}\frac{K_{ia,jb}^2}{\Delta_{ia}+\Delta_{jb}},$$

$$E_{\rm MP2,same}=-\frac s2\sum_{ijab}\frac{K_{ia,jb}\,(K_{ia,jb}-K_{ib,ja})}{\Delta_{ia}+\Delta_{jb}} .$$

The exchange integral $K_{ib,ja}$ is what carries the Fermi hole into the correlation energy. It also removes the terms $i=j$, in which an electron correlates with itself. Direct RPA keeps those terms.

### Splitting the energy by angular momentum

It remains to show that the common rate is the slow one. I do this for atoms whose occupied shells are all $s$ shells. Write an occupied orbital as $P_i(r)/(r\sqrt{4\pi})$ and a virtual one as $P_a(r)Y_{lm}/r$. The multipole expansion is

$$\frac1{r_{12}}=\sum_{lm}\frac{4\pi}{2l+1}\,v_l(r_1,r_2)\,Y_{lm}(1)Y_{lm}(2),\qquad v_l=\frac{r_<^l}{r_>^{l+1}} .$$

Each electron's angular integral gives $1/\sqrt{4\pi}$ and selects one $l,m$. Hence $K=R^l/(2l+1)$, where $R^l$ is the radial integral over $v_l$, and both excitations go to the same $l,m$. RPA separates into $2l+1$ identical problems for each $l$.

At second order two factors $K$ occur, and $m$ takes $2l+1$ values. The angular weight is

$$(2l+1)\frac1{(2l+1)^2}=\frac1{2\lambda},\qquad \lambda=l+\tfrac12 .$$

### Large $l$ looks at short distance

For either order of $r_1$ and $r_2$,

$$v_l=\frac{1}{\sqrt{r_1r_2}}\,e^{-\lambda|\ln(r_1/r_2)|} .$$

Set $r=(r_1+r_2)/2$ and $x=r_1-r_2$. For large $\lambda$ only $|x|\sim r/\lambda$ matters, so $\ln(r_1/r_2)\approx x/r$ and

$$v_l\approx\frac1r e^{-\kappa|x|},\qquad \kappa=\frac\lambda r .$$

The radial kinetic energy of the pair is $-\tfrac12\partial_1^2-\tfrac12\partial_2^2$ plus two centrifugal terms, each close to $\lambda^2/(2r^2)$. Since $\tfrac12(\partial_1^2+\partial_2^2)=\partial_x^2+\tfrac14\partial_r^2$, and the dependence on $r$ is smooth on the scale of the orbitals, the leading operator is $-\partial_x^2+\kappa^2$. The mean field and the occupied energies do not grow with $\lambda$ and drop out at this order.

For $l>0$ every orbital is virtual, so the sum over $a,b$ is complete. The second-order sum becomes an expectation value of the inverse of this operator, taken with $v_l$ times the occupied pair function.

### Without exchange: $\lambda^{-4}$

The pair function is $P_i(r_1)P_j(r_2)\approx P_i(r)P_j(r)$, which is in general finite at $x=0$. The Fourier transform of $e^{-\kappa|x|}$ is $2\kappa/(\kappa^2+q^2)$, and the inverse operator adds $1/(\kappa^2+q^2)$. With $q=\kappa\tan\theta$,

$$\frac1{r^2}\int\frac{dq}{2\pi}\frac{4\kappa^2}{(\kappa^2+q^2)^3}
=\frac{4}{2\pi r^2\kappa^3}\int_{-\pi/2}^{\pi/2}\cos^4\theta\,d\theta
=\frac{4}{2\pi r^2\kappa^3}\,\frac{3\pi}8=\frac{3r}{4\lambda^3}.$$

Multiply by the angular weight $1/(2\lambda)$, by $P_i^2P_j^2$ and by $-s/2$, and sum over $i,j$:

$$\boxed{E_{l,\rm same}^{\rm RPA}\approx-\frac s2\,\frac{3}{8\lambda^4}\int_0^\infty r\Big(\sum_iP_i^2\Big)^2dr}$$

In the terms $i\ne j$, parallel-spin electrons are correlated as if they were distinguishable particles that can meet. The terms $i=j$ are self-correlation. Both kinds fall as $\lambda^{-4}$.

This used second order, so the higher rings need a check. Each one brings a further factor of order $K/\Delta$. The strength of $K$ at large $l$ is about

$$\frac{P^2}{2\lambda}\int\frac{e^{-\kappa|x|}}r\,dx=\frac{P^2}{2\lambda}\,\frac{2}{\kappa r}=\frac{P^2}{\lambda^2},$$

while $\Delta$ grows as $\lambda^2/r^2$. The ratio falls as $\lambda^{-4}$, so by this estimate RPA minus its second-order part falls as $\lambda^{-8}$. Screening changes the low-$l$ energies but not the leading tail.

### With exchange: $\lambda^{-6}$

Swapping $a$ and $b$ interchanges $K_{ia,jb}$ and $K_{ib,ja}$ and leaves the denominator unchanged. In the MP2 sum we may therefore replace $K(K-K_x)$ by $\tfrac12(K-K_x)^2$, where $K_x$ is the exchange integral. The pair function is now antisymmetric. Expanding about $x=0$,

$$P_i(r_1)P_j(r_2)-P_j(r_1)P_i(r_2)\approx xW(r),\qquad W=P_i'P_j-P_iP_j' .$$

The finite term has cancelled: this is the Fermi hole. The Fourier transform of $xe^{-\kappa|x|}$ is

$$i\frac{d}{dq}\frac{2\kappa}{\kappa^2+q^2}=-\frac{4i\kappa q}{(\kappa^2+q^2)^2},$$

and the same substitution for $q$ gives

$$\frac1{r^2}\int\frac{dq}{2\pi}\frac{16\kappa^2q^2}{(\kappa^2+q^2)^5}
=\frac{16}{2\pi r^2\kappa^5}\int_{-\pi/2}^{\pi/2}\sin^2\theta\cos^6\theta\,d\theta
=\frac{16}{2\pi r^2\kappa^5}\,\frac{5\pi}{128}=\frac{5r^3}{16\lambda^5}.$$

For beryllium, $i,j$ are $1s,2s$. The prefactors are $s/2=1$, the $\tfrac12$ from the replacement above, and 2 for the orders $ij$ and $ji$; their product is 1. With the angular weight $1/(2\lambda)$,

$$E_{l,\rm same}^{\rm MP2}\approx-\frac{5}{32\lambda^6}\int_0^\infty r^3W^2\,dr .$$

### From increments to $X$

Stop at $l=L$ with each $l$ radially complete, and set $X=L+1$. By the midpoint rule, each omitted term is close to the integral of the same power from $l$ to $l+1$:

$$\sum_{l>L}\lambda^{-4}\approx\int_{L+1}^\infty\frac{dy}{y^4}=\frac1{3X^3},\qquad
\sum_{l>L}\lambda^{-6}\approx\frac1{5X^5}.$$

These are the powers 3 and 5. They are statements about large $X$.

### Hydrogen: the clearest counterexample

Hydrogen has one electron, so its correlation energy is zero, and MP2 gives zero. Direct RPA on Hartree-Fock orbitals gives $-0.405$ eV from $l\le12$, all of it same-spin self-correlation.

With $P=2re^{-r}$ and $s=1$, the coefficient of $\lambda^{-4}$ is

$$\frac12\,\frac38\int_0^\infty16r^5e^{-4r}dr=\frac3{16}\,\frac{16\cdot120}{4096}=\frac{45}{512}\ \text{hartree},$$

which is 2.392 eV. The numerical increments give 2.388 eV, after removal of one correction assumed to be of relative order $\lambda^{-2}$. This spurious energy has the slow tail too.

### Beryllium: what the wrong power costs

The following same-spin increments, in eV, come from a radial calculation with all electrons correlated.

| $l$ | RPA | MP2 |
|---:|---:|---:|
| 1 | $-1.090$ | $-3.62\times10^{-2}$ |
| 3 | $-6.11\times10^{-2}$ | $-4.48\times10^{-4}$ |
| 5 | $-1.13\times10^{-2}$ | $-3.52\times10^{-5}$ |
| 12 | $-4.61\times10^{-4}$ | $-2.87\times10^{-7}$ |

Between $l=11$ and $l=12$ the local exponents in $\lambda$ are 3.95 for RPA and 5.93 for MP2. RPA minus its second-order part has exponent 7.84, in line with the estimate of 8. The analytic RPA coefficient is 11.52 eV. The raw increment at $l=12$ gives $4.611\times10^{-4}\times12.5^4=11.26$ eV, about 2% less, and removing the next correction as before gives 11.49 eV.

Now extrapolate as one would in practice, from $L=4$ and $L=5$, so $X_1=5$ and $X_2=6$. If $E(X)=E_\infty+cX^{-p}$, eliminating $c$ gives

$$E_\infty=E_2+\frac{E_2-E_1}{(X_2/X_1)^p-1}.$$

The RPA same-spin sums are $E_1=-1.7726$ eV and $E_2=-1.7839$ eV, with $E_2-E_1=-0.01132$ eV.

- **Power 3:** $1.2^3-1=0.728$, the correction is $-0.01555$ eV, and $E_\infty=-1.7995$ eV.
- **Power 5:** $1.2^5-1=1.488$, the correction is $-0.0076$ eV, and $E_\infty=-1.7915$ eV.

The reference is $-1.8005$ eV: the sum to $l=12$ plus a $\lambda^{-4}$ tail. It is the limit of this RPA energy, not the true correlation energy. Beyond $L=5$, 0.0166 eV is missing. Power 3 leaves 0.0010 eV of that, about 6%; power 5 leaves 0.0090 eV, about 54%.

For MP2 in beryllium, power 5 is the better choice, but little depends on it. The whole same-spin energy is $-0.0403$ eV, and the two powers differ by about $2.5\times10^{-5}$ eV. The difference between the two extrapolations is proportional to $E_2-E_1$, the $l=5$ increment, which is about 320 times larger in RPA than in MP2. So large a contrast should not be expected in general. The only same-spin pair that beryllium has in MP2 is $1s2s$, while about 97% of the direct second-order increment at $l=5$ comes from the self-correlation terms $i=j$. The direct $1s2s$ term alone is only about 10 times the MP2 increment. In the neon data below, the two powers applied to the two larger MP2 energies differ by about 0.02 eV.

### Neon: ordinary Gaussian basis sets

The derivation does not cover neon, which has an occupied $p$ shell, nor basis sets whose radial functions grow together with $L$. There $X^{-3}$ is a working rule to be checked. In this section $X$ is the cardinal number 3, 4 or 5. For neon this equals the highest $l$ in the basis, not $L+1$ as above, and the derivation does not fix the offset when a $p$ shell is occupied. With the $1s$ core frozen, the same-spin energies in eV are:

| Basis | RPA | MP2 |
|---|---:|---:|
| cc-pVTZ | $-4.288$ | $-1.886$ |
| cc-pVQZ | $-4.906$ | $-2.008$ |
| cc-pV5Z | $-5.195$ | $-2.047$ |

A full spin-orbital calculation in cc-pVTZ gives the same RPA value, $-4.288$ eV, for each spin part.

Fitting one power of $X$ to the three energies gives 1.97 for RPA and 3.38 for MP2. These fitted powers depend on the offset chosen for $X$: refitting the same energies against $X+1$ gives about 2.7 and 4.5. RPA is the slower with either choice, as expected, and both fits lie below 3 and 5, but three small basis sets do not determine an asymptotic power. Radial incompleteness at small $X$ may contribute, which I have not tested.

The two smaller basis sets can be used to predict the cc-pV5Z value of $-5.195$ eV. Power 3 predicts $-5.126$ eV and power 5 predicts $-5.036$ eV. Both fall short, by 0.07 and 0.16 eV, and power 5 is clearly worse. This test alone does not separate RPA from MP2. Applied to the MP2 column it also favours power 3, which predicts $-2.051$ eV, over power 5, which predicts $-2.033$ eV, against the computed $-2.047$ eV. With $X+1$ in place of $X$, MP2 favours power 5 ($-2.043$ eV, against $-2.061$ eV for power 3), while RPA still favours power 3 ($-5.179$ eV, against $-5.086$ eV for power 5).

From the two larger sets, the extrapolated limits are $-5.497$ eV with power 3 and $-5.335$ eV with power 5. Using the MP2 recipe would thus shift the RPA energy by 0.16 eV. I have no independent limit for neon, and since power 3 fell short in the prediction, I would not take $-5.497$ eV as converged.

### What to do

Extrapolate the direct RPA correlation energy as a single quantity with power 3, and use a further basis set to see whether that power describes your data. Splitting by spin gains nothing in a closed shell, because the two parts are equal.

This conclusion should not be carried over unchanged to methods that include exchange. Adding the second-order exchange term turns the second-order same-spin energy into that of MP2, and the $\lambda^{-4}$ term cancels at that order. For a method that includes exchange in the higher rings as well, the tail has to be examined separately. The numerical check checks the coefficients and exponents for hydrogen and beryllium, the beryllium extrapolations, and the neon energies with their fits against $X$ and their RPA extrapolations.

## Calculated quantities

```
Radial box 11.642 angstrom, 179 radial functions
Be Hartree-Fock energy: -396.5522 eV
Be same-spin increments (eV): l, RPA, direct 2nd order, MP2
  0 -3.9640e-01 -4.3275e-01 -7.4951e-04
  1 -1.0896e+00 -1.2814e+00 -3.6150e-02
  2 -2.0137e-01 -2.0922e-01 -2.7402e-03
  3 -6.1084e-02 -6.1918e-02 -4.4821e-04
  4 -2.4164e-02 -2.4307e-02 -1.1042e-04
  5 -1.1321e-02 -1.1354e-02 -3.5228e-05
  6 -5.9657e-03 -5.9753e-03 -1.3437e-05
  8 -2.1038e-03 -2.1050e-03 -2.8059e-06
 10 -9.1781e-04 -9.1805e-04 -8.0752e-07
 11 -6.4111e-04 -6.4123e-04 -4.7126e-07
 12 -4.6111e-04 -4.6117e-04 -2.8737e-07
Be local exponents in l+1/2, from l=11,12:
  RPA 3.953, direct 2nd order 3.953, MP2 5.932
  RPA minus direct 2nd order 7.835
Leading coefficients (eV): numerical (l=8,12), analytic
  Be RPA lam^-4: 11.4945, 11.5154
  Be MP2 lam^-6: 1.1289, 1.1325
  H  RPA lam^-4: 2.3880, 2.3916
H RPA self-correlation, l<=12: -0.4054 eV
H largest MP2 increment: 4.5e-32 eV
Be RPA same-spin sums (eV): L=4 -1.77261, L=5 -1.78393
  reference limit -1.80051 eV
  power 3: -1.79948 eV, error +0.00103 eV
  power 5: -1.79153 eV, error +0.00897 eV
Be MP2 same-spin sums (eV): L=4 -0.04020, L=5 -0.04023
  reference limit -0.04026 eV
  power 3: -0.04028 eV, error -0.00002 eV
  power 5: -0.04026 eV, error +0.00000 eV
Be check, s and p only (eV): radial, Gaussian
  RPA total -2.9720, -2.9708
  MP2 same-spin -0.0369, -0.0369
Ne cc-pVTZ RPA same-spin -4.28849 eV, opposite-spin -4.28849 eV
Ne same-spin, frozen 1s (eV): X, RPA, MP2
  3 -4.2885 -1.8860
  4 -4.9063 -2.0076
  5 -5.1946 -2.0468
Ne effective powers of X: RPA 1.97, MP2 3.38
Ne RPA X=5 predicted from X=3,4: power 3 -5.1263 eV, power 5 -5.0356 eV
Ne RPA same-spin limit from X=4,5: power 3 -5.4970 eV, power 5 -5.3351 eV
  difference -0.1620 eV
```
